# Heat Flow Oblique to the Temperature Gradient in an Anisotropic Crystal

## Problem

A crystal plane contains two principal axes of the thermal conductivity tensor. The conductivities along them are $k_1=10$ and $k_2=16$ W/(m K). The temperature gradient lies in this plane.

(a) The gradient makes 45 degrees with both axes. Show that the heat flux deviates by 13 degrees from the antigradient $-\nabla T$, and say to which side.

(b) Find the deviation for any direction of the gradient in the plane. For which direction is it largest, and how large is it there?

(c) A plate 10 µm thick is cut so that its normal lies in the plane, at 45 degrees to both axes. Its faces are held at 310 and 300 K. Find the heat flux along and across the normal, and the sideways displacement of the heat on its way through the plate.

(d) A long narrow bar with insulated sides is cut along the same 45 degree direction, and heat flows from end to end. What is now the angle between flux and antigradient, and which conductivity does the bar show?

(e) The upper face of the plate in (c) is now insulated except under a strip heater, which is long in the direction normal to the crystal plane. The lower face stays isothermal. Where, on average, does the heat leave?

(f) Judge how far the result of (a) can be trusted for a real wide-gap semiconductor.

## Solution

### Assumptions and conventions

The state is steady, the crystal is homogeneous, and Fourier's law holds at each point. In (a) to (e) the conductivities do not depend on temperature. Angles are measured from axis 1 towards axis 2. I write $\mathbf g=-\nabla T$ for the antigradient, which points from hot to cold, and $\mathbf q$ for the heat flux. The deviation $\delta$ is the angle of $\mathbf q$ minus the angle of $\mathbf g$.

Along principal axes the conductivity tensor is diagonal, so each flux component is driven by its own gradient component alone:

$$q_1=k_1g_1,\qquad q_2=k_2g_2. \tag{1}$$

The third principal axis is normal to the plane. Since $\mathbf g$ has no component along it, neither has $\mathbf q$, and the flux stays in the plane. In a plane that is not principal this need not be so.

### (a) The deviation at 45 degrees

At 45 degrees the two components of the antigradient are equal, $g_1=g_2$. By (1) the flux makes with axis 1 an angle whose tangent is

$$\frac{q_2}{q_1}=\frac{k_2}{k_1}=\frac{16}{10}=1.6 .$$

The flux therefore lies at 57.99 degrees, while the antigradient lies at 45 degrees. The difference is $\delta=12.99$ degrees, or 13 degrees as asked (0.2268 rad). It is positive, so the flux is turned towards axis 2, the axis of higher conductivity.

A closed form follows from the tangent of a difference, with $\tan45^\circ=1$:

$$\tan\delta=\frac{k_2/k_1-1}{1+k_2/k_1}=\frac{k_2-k_1}{k_2+k_1}=\frac{6}{26}=0.2308. \tag{2}$$

The equal pushes along the two axes produce unequal flows, and the sum of unequal flows leans towards the larger one. Only the ratio $k_2/k_1$ matters: a common factor in both conductivities changes the amount of heat but not its direction. For $k_2=k_1$ the deviation vanishes. For $k_2\gg k_1$ it tends to 45 degrees, because almost all the heat then flows along axis 2.

### (b) Any direction in the plane

Let the antigradient have magnitude $G$ and angle $\theta$, so that $\mathbf g=G(\cos\theta,\sin\theta)$. Then $\mathbf q=G(k_1\cos\theta,\,k_2\sin\theta)$. The unit vector along $\mathbf g$ is $(\cos\theta,\sin\theta)$, and the one 90 degrees ahead of it is $(-\sin\theta,\cos\theta)$. Projecting $\mathbf q$ on each gives

$$q_\parallel=G\,(k_1\cos^2\theta+k_2\sin^2\theta),\qquad
q_\perp=G\,(k_2-k_1)\sin\theta\cos\theta .$$

Their ratio is the tangent of the deviation:

$$\tan\delta=\frac{(k_2-k_1)\sin\theta\cos\theta}{k_1\cos^2\theta+k_2\sin^2\theta}. \tag{3}$$

The denominator is positive because both conductivities are. The flux thus always has a component from hot to cold, and $|\delta|$ stays below 90 degrees. At $\theta=45^\circ$ every product of sines and cosines equals $1/2$, and (3) reduces to (2). On either axis the numerator is zero and flux and antigradient are parallel. At $\theta=-45^\circ$ the sign of $\delta$ is reversed, which again means a turn towards the line of axis 2.

To find the maximum, define the half-sum and half-difference

$$a=\frac{k_1+k_2}{2}=13\ \text{W/(m K)},\qquad b=\frac{k_2-k_1}{2}=3\ \text{W/(m K)} .$$

With $\cos^2\theta=(1+\cos2\theta)/2$, $\sin^2\theta=(1-\cos2\theta)/2$ and $\sin\theta\cos\theta=\tfrac12\sin2\theta$, equation (3) becomes

$$\tan\delta=\frac{b\sin2\theta}{a-b\cos2\theta}. \tag{4}$$

The derivative with respect to $\theta$ vanishes when the numerator of the quotient rule does:

$$2b\cos2\theta\,(a-b\cos2\theta)-b\sin2\theta\cdot2b\sin2\theta
=2b\,(a\cos2\theta-b)=0 ,$$

where $\cos^22\theta+\sin^22\theta=1$ was used. Hence $\cos2\theta=b/a$. Between the axes $\delta$ is positive, at both axes it is zero, and there is one stationary point in between, so this point is the maximum. Its direction follows from

$$\tan^2\theta=\frac{1-\cos2\theta}{1+\cos2\theta}=\frac{a-b}{a+b}=\frac{k_1}{k_2}.$$

Inserting $\cos2\theta=b/a$ and $\sin2\theta=\sqrt{1-b^2/a^2}$ in (4) gives

$$\tan\delta_{\max}=\frac{b\sqrt{1-b^2/a^2}}{a\,(1-b^2/a^2)}=\frac{b/a}{\sqrt{1-b^2/a^2}}
\quad\Longrightarrow\quad
\sin\delta_{\max}=\frac ba=\frac{k_2-k_1}{k_2+k_1}.$$

The same ratio that is the tangent of the deviation at 45 degrees is the sine of the largest deviation. For the given crystal the maximum is 13.34 degrees, at $\theta=38.33$ degrees. The 45 degree direction is thus not the worst case, but it comes within 0.4 degrees of it.

### (c) The plate with isothermal faces

Far from the edges of a wide plate, all positions along the faces are equivalent, so the temperature depends on depth alone. The antigradient is then normal to the faces, whatever the crystal does. With constant conductivities the temperature falls linearly, and

$$G=\frac{310\ \text K-300\ \text K}{10\ \text{µm}}=1.00\ \text{K/µm}.$$

Each principal component of $\mathbf g$ is $G/\sqrt2=0.7071$ K/µm, or $0.7071\times10^6$ K/m. The flux components are

$$q_1=10\times0.7071\times10^{6}\ \text{W/m}^2=707\ \text{W/cm}^2,$$
$$q_2=16\times0.7071\times10^{6}\ \text{W/m}^2=1131\ \text{W/cm}^2,$$

and the flux has magnitude 1334 W/cm². Along and across the normal it has the components

$$q_\parallel=aG=1300\ \text{W/cm}^2,\qquad q_\perp=bG=300\ \text{W/cm}^2 .$$

The plate shows the conductivity $a=13$ W/(m K), the arithmetic mean of the two. The sideways flux of 300 W/cm² flows although the temperature does not vary in that direction. While the heat crosses the thickness $L$, it moves sideways by

$$L\tan\delta=10\ \text{µm}\times0.2308=2.31\ \text{µm}. \tag{5}$$

### (d) The narrow bar

Here the sides fix the flux instead of the gradient. No heat crosses them, and far from the ends a uniform flux $q$ along the bar satisfies both the heat equation and this condition. At 45 degrees its components are equal, $q_1=q_2=q/\sqrt2$. By (1),

$$g_1=\frac{q}{\sqrt2\,k_1},\qquad g_2=\frac{q}{\sqrt2\,k_2},\qquad \frac{g_2}{g_1}=\frac{k_1}{k_2}.$$

Now the antigradient leans towards axis 1, the axis of poor conduction, where a larger gradient is needed for the same flow. The deviation obeys

$$\tan\delta=\frac{1-k_1/k_2}{1+k_1/k_2}=\frac{k_2-k_1}{k_2+k_1},$$

which is (2) again. For the 45 degree cut the angle is 13 degrees in both arrangements; what differs is which of the two vectors follows the geometry.

The component of $\mathbf g$ along the bar is

$$\frac{g_1+g_2}{\sqrt2}=\frac q2\left(\frac1{k_1}+\frac1{k_2}\right)=q\,\frac{k_1+k_2}{2k_1k_2},$$

so that the bar shows the conductivity

$$k_{\text{bar}}=\frac{2k_1k_2}{k_1+k_2}=\frac{320}{26}=12.31\ \text{W/(m K)}.$$

This harmonic mean is below the 13 W/(m K) of the plate. A measurement on a sample cut at 45 degrees therefore depends on the sample's shape.

Both cases were tested on a square network of thermal resistors. Its bonds run along the principal axes only, with conductances in the ratio 10 to 16, and its outline is cut at 45 degrees with isothermal end faces. In units of half a cell diagonal, a plate of thickness 20 and width 240 gave, at its centre, a deviation of 12.99 degrees and a conductivity of 13.00 W/(m K). A bar of length 120 and width 20 gave 12.99 degrees and 12.31 W/(m K).

### (e) The local heater

Under a strip heater the gradient varies in size and direction, so (5) cannot be taken over without proof. Let $y$ be the depth and $x$ the distance along the face, positive towards axis 2. The components of $\mathbf g$ and $\mathbf q$ in the two frames are related by

$$g_1=\frac{g_y-g_x}{\sqrt2},\quad g_2=\frac{g_y+g_x}{\sqrt2},\quad
q_y=\frac{q_1+q_2}{\sqrt2},\quad q_x=\frac{q_2-q_1}{\sqrt2}.$$

Inserting (1) and collecting terms gives

$$q_y=a\,g_y+b\,g_x,\qquad q_x=b\,g_y+a\,g_x .$$

Let $T$ be measured from the temperature of the lower face, so that it vanishes far from the heater in a wide plate, and let $S(y)=\int T\,dx$. The integral of $g_x=-\partial T/\partial x$ over all $x$ is then zero, and

$$\int q_y\,dx=-a\frac{dS}{dy}=P,\qquad \int q_x\,dx=-b\frac{dS}{dy}=\frac ba P .$$

Here $P$ is the heater power per unit length of the strip. It is the same at every depth, because heat is neither stored nor lost on the way.

The mean position of the heat at depth $y$ is $M/P$, with $M(y)=\int x\,q_y\,dx$. In the steady state $\partial q_y/\partial y=-\partial q_x/\partial x$. One integration by parts, with no flux at large $|x|$, gives

$$\frac{dM}{dy}=-\int x\,\frac{\partial q_x}{\partial x}\,dx=\int q_x\,dx=\frac ba P .$$

Between the upper and the lower face the mean position thus moves by $Lb/a=L\tan\delta$. The heat leaves on average 2.31 µm to the side of the heater's centre, towards axis 2, although its local direction varies from point to point. The derivation assumes a wide plate, an isothermal lower face and constant conductivities. In the network of thickness 20 and width 240, heated at one node of its upper face, the displacement was 0.2307 of the thickness, against 0.2308 from the formula.

### (f) The real case

The conductivities are of the same order as those of beta-gallium oxide near room temperature, in the plane normal to its twofold axis, but they are not its measured values. Reported measurements scatter and tend to give a smaller in-plane ratio than 1.6, roughly 1.24 to 1.40. By (2) these ratios give about 6 to 9.5 degrees instead of 13. By symmetry that axis is principal, so the plane is a principal plane. The directions of the two principal axes within it are not fixed by symmetry and must be measured. A real plate may be much thicker than the 10 µm assumed in (c). The angle does not depend on thickness, and the displacement grows in proportion to it. A device that heats up in use does not keep its room-temperature conductivities. The principal axes in the plane may also turn with temperature, since symmetry does not fix them; here they are taken as fixed. If both conductivities then fall by the same factor, $\delta$ is unchanged. If they fall as $T^{-1.0}$ and $T^{-1.2}$ from their values at 300 K, exponents assumed here for illustration, $\delta$ is 12.83 degrees at 310 K and 10.87 degrees at 450 K.

Errors in the input values can matter more than this. Errors of 10 per cent in opposite senses change $\delta$ to 7.6 degrees ($k_1$ raised, $k_2$ lowered) or to 17.9 degrees (the reverse). The result "13 degrees" is therefore a sharp consequence of the given numbers, but for a real crystal it is known only as well as the ratio $k_2/k_1$ and the directions of the two axes.

A misalignment of 5 degrees within the plane has little effect, since 45 degrees is close to the maximum: an antigradient at 40 or 50 degrees gives 13.32 or 12.33 degrees (at 60 degrees, equation (3) is already down to 10.16). A tilt out of the plane by the same 5 degrees turns the flux out of the plane, by more than the tilt itself if the third conductivity is the largest. With a rough 25 W/(m K) along the twofold axis, an antigradient tilted out by 5 degrees gives a total deviation of 13.59 degrees, again a small change, and the flux leaves the plane by 9.31 degrees.

Fourier's law itself requires phonon paths that are short against the thickness of the plate and, in (e), also against the width of the heater. The kinetic estimate $k=\tfrac13Cv\Lambda$, with a rough heat capacity $C=2.9$ J/(cm³ K), a rough phonon speed $v=4.0$ km/s and $k=13$ W/(m K), gives $\Lambda=3.4$ nm, a fraction $3.4\times10^{-4}$ of the thickness. Phonons that carry heat can have much longer paths than this single value. A path 100 times longer is 3.4 per cent of the thickness, so the conductivities of the plate may change by a few per cent. If $k_2$ alone fell by 3.4 per cent, $\delta$ would be 12.1 degrees, so the angle is secure to about a degree. In layers about 1 µm thick or thinner, or under a heater about that narrow, the corrections need not be small.

Electrons add an isotropic part to the conductivity if their mobility is isotropic. Its size can be estimated from the electrical conductivity $\sigma=ne\mu$ as $k_{\text{el}}=4(k_B/e)^2\sigma T$. The prefactor 4 is taken on the high side; for a dilute electron gas scattered by acoustic phonons it is 2. For an assumed density $n=10^{17}$ cm⁻³ and mobility $\mu=100$ cm²/(V s) at 300 K, this upper estimate is $1.4\times10^{-3}$ W/(m K), and it lowers $\delta$ by only about 0.001 degrees. The values used throughout are listed in the numerical output.

## Numbers as computed

```
k1, k2: 10, 16 W/(m K)
tan(delta) at 45 degrees: 0.2308
flux angle from axis 1: 57.99 deg
deviation delta: 12.99 deg = 0.2268 rad
network, wide plate, deviation: 12.99 deg
network, wide plate, normal conductivity: 13.00 W/(m K)
network, narrow bar, deviation: 12.99 deg
network, narrow bar, conductivity: 12.31 W/(m K)
formula, narrow bar, conductivity: 12.31 W/(m K)
network, heater shift / thickness: 0.2307
largest deviation: 13.34 deg
antigradient angle at the largest: 38.33 deg
plate thickness: 10 um
face temperatures: 310, 300 K
gradient magnitude: 1.00 K/um
antigradient on each axis: 0.7071 K/um
flux on axis 1: 707 W/cm2
flux on axis 2: 1131 W/cm2
flux magnitude: 1334 W/cm2
flux along antigradient: 1300 W/cm2
flux across antigradient: 300 W/cm2
sideways shift through plate: 2.31 um
delta, k1 +10%, k2 -10%: 7.6 deg
delta, k1 -10%, k2 +10%: 17.9 deg
assumed exponents m in k ~ T^-m, axes 1, 2: 1.0, 1.2
delta at 310 K with these: 12.83 deg
delta at 450 K with these: 10.87 deg
assumed misalignment: 5 deg
delta, antigradient at 40 deg: 13.32 deg
delta, antigradient at 50 deg: 12.33 deg
rough conductivity normal to plane: 25 W/(m K)
antigradient tilted out: total deviation 13.59 deg
antigradient tilted out: flux leaves plane by 9.31 deg
rough heat capacity: 2.9 J/(cm3 K)
rough phonon speed: 4.0 km/s
single-value phonon mean free path: 3.4 nm
mean free path / thickness: 3.4e-04
same ratio for a path 100 times longer: 3.4e-02
assumed electron density: 1e+17 cm^-3
assumed electron mobility: 100 cm2/Vs
electron conductivity for heat, upper size: 1.4e-03 W/(m K)
change of delta by electrons: -1.4e-03 deg
```
